# Oxygen diffusion by direct octahedral hops in a hexagonal close-packed metal: a numerical check

```python
# Result under test: an interstitial atom that hops directly between the
# octahedral sites of an hcp metal has
#     D_axial = c^2 w / 4      and      D_basal = 3 a^2 v / 2.
# a, c : hcp lattice lengths (nm)
# w, v : hop rates (1/s) to EACH axial and to EACH basal neighbour site
# lam, mu : rates per neighbour into and out of a hexahedral side site
# Lattice data are rough values for alpha-titanium; barriers and prefactor
# are model choices, not computed or measured direct-hop data.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import expm_multiply
from scipy.spatial import Voronoi, cKDTree

a, c = 0.295, 0.468
temperature = 900.0
attempt = 1.0e13
barrier_w, barrier_v = 1.95, 2.00
anneal = 10 * 3600.0
filling = 0.01
expansion = 1.0e-5
kB = const.k / const.e
kT = kB * temperature
NM2_TO_CM2 = 1e-14
NM2_TO_A2 = 100.0


def rate(barrier, temp):
    return attempt * np.exp(-barrier / (kB * temp))


w, v = rate(barrier_w, temperature), rate(barrier_v, temperature)
D_axial = c**2 * w / 4
D_basal = 3 * a**2 * v / 2

# --- Find octahedral holes from the metal atoms alone ---------------------
cell = np.array([[a, 0, 0], [-a / 2, np.sqrt(3) * a / 2, 0], [0, 0, c]])
span = range(-4, 5)
shifts = np.array([[i, j, k] for i in span for j in span for k in span])
atoms = np.vstack([(shifts + np.array(b)) @ cell
                   for b in ([0, 0, 0], [1/3, 2/3, 1/2])])
atom_tree = cKDTree(atoms)
vertices = Voronoi(atoms).vertices
vertices = vertices[np.linalg.norm(vertices, axis=1) < 0.75]
vertices = np.unique(np.round(vertices, 6) + 0.0, axis=0)
near = atom_tree.query(vertices, k=7)[0]
six_fold = (near[:, 5] - near[:, 0] < 1e-5) & (near[:, 6] - near[:, 5] > 1e-3)
holes = vertices[six_fold]
hole_metal = near[six_fold][0, 0]

hop_sets = []
for height in (c / 4, -c / 4):       # the two kinds of hole in the cell
    level = holes[np.abs(holes[:, 2] - height) < 1e-5]
    centre = level[np.argmin(np.linalg.norm(level, axis=1))]
    separations = holes - centre
    lengths = np.linalg.norm(separations, axis=1)
    chosen = (lengths > 1e-4) & (lengths < 1.1 * a)
    hops = separations[chosen]
    is_axial = np.abs(hops[:, 2]) > 1e-4
    assert is_axial.sum() == 2 and (~is_axial).sum() == 6
    assert np.allclose(np.abs(hops[is_axial]), [0, 0, c / 2], atol=5e-6)
    assert np.allclose(np.linalg.norm(hops[~is_axial], axis=1), a, atol=5e-6)
    next_shell = lengths[lengths > 1.1 * a].min()
    assert abs(next_shell - np.sqrt(a**2 + c**2 / 4)) < 1e-5
    hop_sets.append((hops, np.where(is_axial, w, v)))
hops, hop_rates = hop_sets[0]

# --- Evolve the master equation and measure the spread --------------------
box = range(-10, 11)
hex_cell = np.array([cell[0], cell[1], [0, 0, c / 2]])
sites = np.array([[i, j, k] for i in box for j in box for k in box]) @ hex_cell
pairs = cKDTree(sites).query_pairs(1.1 * a, output_type='ndarray')
gap = np.abs(sites[pairs[:, 0], 2] - sites[pairs[:, 1], 2])
pair_rate = np.where(gap > 1e-6, w, v)
half = coo_matrix((pair_rate, (pairs[:, 0], pairs[:, 1])),
                  shape=(len(sites), len(sites)))
links = (half + half.T).tocsr()
generator = links - diags(np.asarray(links.sum(axis=1)).ravel())
start = np.zeros(len(sites))
start[np.argmin(np.linalg.norm(sites, axis=1))] = 1.0
run_time = 0.3 / v
prob = expm_multiply((generator * run_time).tocsc(), start)
D_tensor = (sites * prob[:, None]).T @ sites / (2 * run_time)
assert abs(prob.sum() - 1) < 1e-9
assert np.allclose(D_tensor, np.diag([D_basal, D_basal, D_axial]),
                   rtol=1e-6, atol=1e-6 * D_basal)


# --- Decay of concentration waves: Fick's law and its first correction ----
def wave_decay(k_vector):
    return np.sum(hop_rates * (1 - np.cos(hops @ k_vector)))


def D_tilted(theta):
    return D_axial * np.cos(theta)**2 + D_basal * np.sin(theta)**2


for theta in (0.0, 0.4, np.pi / 4, 1.2, np.pi / 2):
    for phi in (0.0, 0.3, 1.1):
        direction = np.array([np.sin(theta) * np.cos(phi),
                              np.sin(theta) * np.sin(phi), np.cos(theta)])
        k = 0.02 / a
        assert abs(wave_decay(k * direction) / k**2 / D_tilted(theta) - 1) < 2e-4
k = 0.3 / a
loss_axial = 1 - wave_decay(np.array([0, 0, k])) / (k**2 * D_axial)
loss_basal = 1 - wave_decay(np.array([k, 0, 0])) / (k**2 * D_basal)
assert abs(loss_axial / (k**2 * c**2 / 48) - 1) < 0.02
assert abs(loss_basal / (k**2 * a**2 / 16) - 1) < 0.02

# --- Temperature at which the two diffusivities are equal -----------------
T_cross = (barrier_v - barrier_w) / (kB * np.log(6 * a**2 / c**2))
T_root = brentq(lambda T: np.log(1.5 * a**2 * rate(barrier_v, T)
                                 / (c**2 * rate(barrier_w, T) / 4)), 200, 2000)
assert abs(T_root - T_cross) < 1e-6 * T_cross

# --- Site exclusion: all configurations of a six-site ring ----------------
ring_rates = [1.0, 0.4, 1.7, 0.8, 1.3, 0.6]
many = np.zeros((64, 64))
single = np.zeros((6, 6))
for i, r in enumerate(ring_rates):
    j = (i + 1) % 6
    single[i, j] += r
    single[j, i] += r
    single[i, i] -= r
    single[j, j] -= r
    for state in range(64):
        if (state >> i & 1) != (state >> j & 1):
            moved = state ^ (1 << i) ^ (1 << j)
            many[moved, state] += r
            many[state, state] -= r
first = 0b001011
occupied = np.array([[s >> i & 1 for s in range(64)] for i in range(6)])
mean_occupancy = occupied @ expm(0.5 * many)[:, first]
assert np.allclose(mean_occupancy, expm(0.5 * single) @ occupied[:, first],
                   atol=1e-10)

# --- Side route through hexahedral sites, by a Bloch rate matrix ----------
basis = np.array([[2/3, 1/3, 1/4], [2/3, 1/3, 3/4],
                  [1/3, 2/3, 0], [0, 0, 1/2]]) @ cell
side_length = np.sqrt(a**2 / 3 + c**2 / 16)
small_shifts = shifts[np.max(np.abs(shifts), axis=1) <= 2] @ cell


def network_D(lam, mu, direction):
    k_vector = 0.01 / a * np.array(direction, dtype=float)
    matrix = np.zeros((4, 4), dtype=complex)
    for i in range(4):
        for j in range(4):
            for d in basis[j] + small_shifts - basis[i]:
                length = np.linalg.norm(d)
                r = 0.0
                if i < 2 and j < 2 and 1e-6 < length < 1.1 * a:
                    r = w if abs(d[2]) > 1e-6 else v
                elif (i < 2) != (j < 2) and length < 1.01 * side_length:
                    r = lam if i < 2 else mu
                if r:
                    matrix[j, i] += r * np.exp(-1j * (k_vector @ d))
                    matrix[i, i] -= r
    slowest = np.min(-np.linalg.eigvals(matrix).real)
    return slowest / (k_vector @ k_vector)


lam, mu = 0.7 * v, 3.0 * v
p_oct = mu / (lam + mu)
side_axial = p_oct * c**2 * (w / 4 + 3 * lam / 8)
side_basal = p_oct * a**2 * (3 * v / 2 + lam)
assert abs(network_D(lam, mu, [0, 0, 1]) / side_axial - 1) < 3e-4
assert abs(network_D(lam, mu, [1, 0, 0]) / side_basal - 1) < 3e-4
assert abs(network_D(lam, mu, [0, 1, 0]) / side_basal - 1) < 3e-4

side_barriers = {}
for share in (0.1, 1.0):
    lam_axial, lam_basal = share * 2 * w / 3, share * 3 * v / 2
    gain_axial = network_D(lam_axial, 1e4 * lam_axial, [0, 0, 1]) / D_axial
    gain_basal = network_D(lam_basal, 1e4 * lam_basal, [1, 0, 0]) / D_basal
    # tolerance covers the 1e-4 share of time spent in side sites
    assert abs(gain_axial - 1 - share) < 5e-4
    assert abs(gain_basal - 1 - share) < 5e-4
    side_barriers[share] = (-kT * np.log(lam_axial / attempt),
                            -kT * np.log(lam_basal / attempt))

# --- Tunnelling at a parabolic barrier top --------------------------------
quantum = const.h * attempt / const.e
u = quantum / kT
tunnel = quad(lambda x: np.exp(-x) / (1 + np.exp(-2 * np.pi * x / u)),
              -15, 50, points=[0], limit=300)[0]
assert abs(tunnel - (1 + u**2 / 24)) < 5e-4

# --- Worked example -------------------------------------------------------
depth_axial = np.sqrt(2 * D_axial * anneal)
depth_basal = np.sqrt(2 * D_basal * anneal)
print(f"lattice length a = {a:.3f} nm")
print(f"lattice length c = {c:.3f} nm")
print(f"hole to metal distance = {hole_metal:.4f} nm")
print(f"axial hop length c/2 = {c/2:.3f} nm")
print(f"next hole shell (not used) = {next_shell:.4f} nm")
print(f"temperature = {temperature:.0f} K")
print(f"thermal energy kT = {kT:.5f} eV")
print(f"rate prefactor = {attempt:.1e} 1/s")
print(f"axial barrier = {barrier_w:.2f} eV")
print(f"basal barrier = {barrier_v:.2f} eV")
print(f"axial rate per neighbour w = {w:.2f} 1/s")
print(f"basal rate per neighbour v = {v:.2f} 1/s")
print(f"mean stay on a site = {1e3/(2*w+6*v):.3f} ms")
print(f"D axial, formula = {D_axial*NM2_TO_CM2:.4e} cm2/s")
print(f"D axial, master equation = {D_tensor[2,2]*NM2_TO_CM2:.4e} cm2/s")
print(f"D basal, formula = {D_basal*NM2_TO_CM2:.4e} cm2/s")
print(f"D basal x, master equation = {D_tensor[0,0]*NM2_TO_CM2:.4e} cm2/s")
print(f"D basal y, master equation = {D_tensor[1,1]*NM2_TO_CM2:.4e} cm2/s")
print(f"D axial converted = {D_axial*NM2_TO_A2:.2f} angstrom2/s")
print(f"D basal converted = {D_basal*NM2_TO_A2:.2f} angstrom2/s")
print(f"D at 45 degrees = {D_tilted(np.pi/4)*NM2_TO_CM2:.4e} cm2/s")
print(f"ratio D basal / D axial = {D_basal/D_axial:.4f}")
print(f"ratio if w = v, 6a^2/c^2 = {6*a**2/c**2:.4f}")
print(f"rate ratio w/v = {w/v:.4f}")
print(f"equal-diffusivity temperature = {T_cross:.1f} K")
print(f"anneal time = {anneal:.0f} s")
print(f"rms axial displacement = {depth_axial:.1f} nm")
print(f"rms displacement along one basal axis = {depth_basal:.1f} nm")
print("Neglected effects:")
for share, (e_axial, e_basal) in side_barriers.items():
    print(f"side barrier adding {100*share:.0f} % axial = {e_axial:.3f} eV")
    print(f"side barrier adding {100*share:.0f} % basal = {e_basal:.3f} eV")
print(f"factor in D from 0.1 eV barrier error = {np.exp(0.1/kT):.2f}")
print(f"barrier-top quantum h*nu = {quantum:.4f} eV")
print(f"tunnelling gain in rate = {100*(tunnel-1):.2f} %")
print(f"assumed linear expansion = {expansion:.1e} 1/K")
growth = (1 + expansion * (temperature - 300))**2 - 1
print(f"hop-length gain in D from 300 K = {100*growth:.2f} %")
print(f"assumed site filling = {100*filling:.1f} %")
crowded = 1 - (1 - filling)**len(hops)
print(f"chance of an occupied neighbour = {100*crowded:.2f} %")
print(f"axial continuum error at k=1/depth = {(c/depth_axial)**2/48:.1e}")
print(f"basal continuum error at k=1/depth = {(a/depth_basal)**2/16:.1e}")
print("verified")
```

It prints:

```
lattice length a = 0.295 nm
lattice length c = 0.468 nm
hole to metal distance = 0.2066 nm
axial hop length c/2 = 0.234 nm
next hole shell (not used) = 0.3765 nm
temperature = 900 K
thermal energy kT = 0.07756 eV
rate prefactor = 1.0e+13 1/s
axial barrier = 1.95 eV
basal barrier = 2.00 eV
axial rate per neighbour w = 120.36 1/s
basal rate per neighbour v = 63.17 1/s
mean stay on a site = 1.614 ms
D axial, formula = 6.5904e-14 cm2/s
D axial, master equation = 6.5904e-14 cm2/s
D basal, formula = 8.2457e-14 cm2/s
D basal x, master equation = 8.2457e-14 cm2/s
D basal y, master equation = 8.2457e-14 cm2/s
D axial converted = 659.04 angstrom2/s
D basal converted = 824.57 angstrom2/s
D at 45 degrees = 7.4181e-14 cm2/s
ratio D basal / D axial = 1.2512
ratio if w = v, 6a^2/c^2 = 2.3840
rate ratio w/v = 1.9054
equal-diffusivity temperature = 667.9 K
anneal time = 36000 s
rms axial displacement = 688.8 nm
rms displacement along one basal axis = 770.5 nm
Neglected effects:
side barrier adding 10 % axial = 2.160 eV
side barrier adding 10 % basal = 2.147 eV
side barrier adding 100 % axial = 1.981 eV
side barrier adding 100 % basal = 1.969 eV
factor in D from 0.1 eV barrier error = 3.63
barrier-top quantum h*nu = 0.0414 eV
tunnelling gain in rate = 1.19 %
assumed linear expansion = 1.0e-05 1/K
hop-length gain in D from 300 K = 1.20 %
assumed site filling = 1.0 %
chance of an occupied neighbour = 7.73 %
axial continuum error at k=1/depth = 9.6e-09
basal continuum error at k=1/depth = 9.2e-09
verified
```
